\section*{Brown's ligand repulsive energy for one exponentially repelling atom pair, part 1}

(Sections cited here and not found follow in the second part.)

\section{One atom pair: from a head-on contact to any direction}

\subsection{Which slope to take}

A chemist who compares neutral phosphines for a metal carbonyl precursor may have a minimized structure for each candidate and want one number for the crowding around the metal. The force field supplies energies. What remains to be decided is which energy to differentiate, with respect to which distance, and with which coordinates held fixed. The choice matters: in the model complex treated below, letting the carbonyl groups bend while the phosphine moves lowers the number by a third to a half for bending constants between 100 and 50~kcal/mol/rad$^2$.

Brown's ligand repulsive energy settles the choice as follows. Take the complete structure, with equilibrium metal-donor distance $r_e$. Keep only the repulsive part $E$ of the nonbonded energy between ligand and metal fragment. Move the ligand along the metal-donor bond without turning or deforming it, leave the fragment fixed, and form
\begin{equation}
E_R=-r_e\left.\frac{dE}{dr}\right|_{r=r_e}.
\label{eq:def}
\end{equation}
The minus sign makes $E_R$ positive when stretching the bond relieves repulsion. The factor $r_e$ turns a slope, in kcal/mol per angstrom, into an energy in kcal/mol.

The distance $r_e$ is not a minimum of $E$. At the equilibrium structure the slope of the whole energy with respect to $r$ vanishes, because bonding and attractive terms balance the repulsion. Differentiating the whole energy there would give zero for every ligand. The useful information lies in the repulsive share of that balance.

For one pair, a ligand atom and a fragment atom at distance $R$, the repulsion is taken as
\begin{equation}
E(R)=D_0\exp\!\left[\gamma\left(1-\frac{R}{R_0}\right)\right].
\label{eq:pair}
\end{equation}
Here $D_0>0$ is an energy, $R_0>0$ a length and $\gamma>0$ a pure number. All three are constants of the pair. At $R=R_0$ the exponent is zero and $E=D_0$. The energy falls by a factor $e$ each time $R$ grows by $R_0/\gamma$.

\subsection{Simplest case: both atoms on the bond axis}

Put the metal at the origin and let the $z$ axis point from the metal to the donor atom. Let the ligand atom sit on this axis at height $r+a$, where $a$ is its fixed distance beyond the donor, and let the fragment atom sit on the axis at height $c$, below the ligand atom. Then
\begin{equation}
R=r+a-c,\qquad \frac{dR}{dr}=1 .
\end{equation}
To differentiate the energy, write the exponent as $w=\gamma(1-R/R_0)$. Since $dw/dR=-\gamma/R_0$ and $de^w/dw=e^w$,
\begin{equation}
\frac{dE}{dR}=D_0e^w\frac{dw}{dR}=-\frac{\gamma}{R_0}E .
\label{eq:radial}
\end{equation}
With $dR/dr=1$ this is also $dE/dr$, and the definition gives
\begin{equation}
E_R=\frac{\gamma r_e}{R_0}E(R_e)\qquad\text{(head-on contact)},
\label{eq:headon}
\end{equation}
where $R_e$ is the pair distance at $r=r_e$. The two minus signs, one from the definition and one from the decaying exponential, have cancelled.

A limit tests the result. If $\gamma\to0$, the pair energy becomes the constant $D_0$. A constant exerts no force, and equation \eqref{eq:headon} duly gives zero even though $E$ does not vanish. The quantity therefore measures how steeply the repulsion changes, weighted by the bond length, and not how large the repulsion is.

\subsection{Moving the fragment atom off the axis}

In a carbonyl complex most contacts are not head-on. Let the two atoms be separated sideways by a distance $b$, and let
\begin{equation}
z=r+a-c
\end{equation}
now be their height difference. The ligand only slides along the axis, so $b$ stays constant while $z$ grows at the same rate as $r$, that is $dz/dr=1$. The pair distance obeys
\begin{equation}
R^2=z^2+b^2 .
\end{equation}
Differentiate both sides with respect to $r$. The left side gives $2R\,dR/dr$, the right side $2z\,dz/dr=2z$, so that
\begin{equation}
\frac{dR}{dr}=\frac{z}{R}.
\label{eq:zR}
\end{equation}
In the right triangle with legs $z$ and $b$ and hypotenuse $R$, the ratio $z/R$ is the cosine of the angle $\theta$ between the bond axis and the line from the fragment atom to the ligand atom. Stretching the bond by a small length $\delta$ lengthens the contact by $\delta\cos\theta$; the rest of the motion swings the contact line without lengthening it.

Two limits check equation \eqref{eq:zR}. For $b=0$ and $z>0$ it returns $dR/dr=1$, the head-on case. For $z=0$ the atoms are side by side, $R$ is at its smallest along the path, and $dR/dr=0$. Such a pair may repel strongly and still contribute nothing to $E_R$, because its force is perpendicular to the bond.

A contact between phosphorus and the oxygen of a cis carbonyl shows the size of the effect. Take a Cr--P distance of 2.40~\AA, a Cr--C distance of 1.88~\AA\ and a C--O distance of 1.15~\AA, with the carbonyl at right angles to the Cr--P bond. Then $z=2.40$~\AA, $b=1.88+1.15=3.03$~\AA, and
\begin{equation}
R=\sqrt{2.40^2+3.03^2}=3.865~\text{\AA},\qquad
\cos\theta=\frac{2.40}{3.865}=0.621 .
\end{equation}
With the pair parameters introduced in the second half, this contact contributes 0.64~kcal/mol. Without the cosine it would be assigned 1.02~kcal/mol, which is 61\% too much relative to the correct value.

\subsection{Any rigid ligand and any bond direction}

The sideways distance $b$ was introduced in a special coordinate system. A vector form removes that restriction. Let $\mathbf u$ be the unit vector from metal to donor, with the metal still at the origin. A ligand atom has position
\begin{equation}
\mathbf x_j=r\mathbf u+\mathbf s_j ,
\label{eq:rigid}
\end{equation}
where $\mathbf s_j$ runs from the donor to atom $j$. The ligand is rigid and does not rotate, so $\mathbf s_j$ is constant. The fragment atom has the constant position $\mathbf x_i$. The separation vector, drawn from the fragment atom to the ligand atom, is
\begin{equation}
\mathbf R=r\mathbf u+\mathbf s_j-\mathbf x_i,\qquad
\frac{d\mathbf R}{dr}=\mathbf u .
\end{equation}
Its length satisfies $R^2=\mathbf R\cdot\mathbf R$. The product rule gives
\begin{equation}
2R\frac{dR}{dr}
=\frac{d\mathbf R}{dr}\cdot\mathbf R+\mathbf R\cdot\frac{d\mathbf R}{dr}
=2\,\mathbf u\cdot\mathbf R .
\end{equation}
Division by $2R$, allowed because the atoms do not coincide, yields
\begin{equation}
\frac{dR}{dr}=\frac{\mathbf u\cdot\mathbf R}{R}=\cos\theta ,
\label{eq:cos}
\end{equation}
since $\mathbf u$ has unit length. The chain rule joins this to the radial derivative \eqref{eq:radial}:
\begin{equation}
\frac{dE}{dr}=\frac{dE}{dR}\frac{dR}{dr}
=-\frac{\gamma}{R_0}E\cos\theta .
\label{eq:slope}
\end{equation}
Multiplication by $-r_e$ gives the ligand repulsive energy of the pair,
\begin{equation}
E_R=\frac{\gamma r_e}{R_0}\,
D_0\exp\!\left[\gamma\left(1-\frac{R_e}{R_0}\right)\right]\cos\theta_e ,
\label{eq:main}
\end{equation}
with $\cos\theta_e=\mathbf u\cdot\mathbf R_e/R_e$ taken at $r=r_e$.

The same result follows from forces. The repulsive force on the ligand atom has magnitude $(\gamma/R_0)E$ and points along $\mathbf R/R$, away from the fragment atom. Its component along the bond is $(\gamma/R_0)E\cos\theta$. Multiplied by $r_e$, this is equation \eqref{eq:main}. The cosine is a projection of force and needs no fitting.

The formula was tested against numerical differentiation of the energy after displacing Cartesian coordinates. Up to 200 random bond directions and atom positions were used, with $r=2.40$~\AA, $D_0=0.1$~kcal/mol, $R_0=3.5$~\AA\ and $\gamma=12$, leaving out separations below 1~\AA. Both signs of the cosine occurred more than ten times. Every slope agreed to within $10^{-7}$ of $\gamma E/R_0$, the slope of a head-on contact at the same distance.

\subsection{The sign of the cosine}

Nothing in the derivation makes $\cos\theta$ positive. A long ligand arm can reach down past a fragment atom, so that the ligand atom lies lower than the fragment atom along the metal-to-donor direction. Then $\mathbf u\cdot\mathbf R<0$. Stretching the bond first brings the two atoms closer and raises their repulsion, and the pair contributes a negative $E_R$. Replacing the cosine by its absolute value would turn a contact that opposes stretching into one that favours it.

Reflection makes a sharp test. Reflect the ligand atom through the plane that contains the fragment atom and is perpendicular to the bond. The component of $\mathbf R$ along $\mathbf u$ changes sign while its length does not. Hence $E$ is unchanged and $E_R$ is reversed. For the pair worked out next, displacement of the reflected atom gave $-6.07$~kcal/mol, against $+6.07$~kcal/mol for the original.

\subsection{A methyl carbon above a carbonyl carbon}

The example is a trimethylphosphine ligand on a chromium pentacarbonyl fragment, with idealized geometry. The P--C distance is 1.84~\AA\ and the Cr--P--C angle is $116^\circ$. One methyl carbon lies in the plane of the Cr--P bond and a cis carbonyl. Let that carbonyl define the $x$ direction.

The angle at phosphorus is measured from the direction back to chromium, which is $-z$. The P--C bond therefore has $z$ component $-1.84\cos116^\circ=+0.807$~\AA\ and $x$ component $1.84\sin116^\circ=1.654$~\AA. Subtracting the carbonyl carbon position $(1.88,0,0)$ gives
\begin{equation}
\mathbf R_e=(1.654-1.880,\;0,\;2.400+0.807)
=(-0.226,\;0,\;3.207)~\text{\AA}.
\end{equation}
The length and cosine are
\begin{equation}
R_e=\sqrt{0.226^2+3.207^2}=3.215~\text{\AA},\qquad
\cos\theta_e=\frac{3.207}{3.215}=0.9975 .
\end{equation}
The methyl carbon stands almost directly above the carbonyl carbon, so here the cosine changes the result by only 0.25\%. The phosphorus-oxygen contact shows that this cannot be assumed for other pairs.

For two carbon atoms take $D_0=0.100$~kcal/mol, $R_0=3.90$~\AA\ and $\gamma=12$. These are round parameters. The energy is
\begin{equation}
E=0.100\,\exp\!\left[12\left(1-\frac{3.2146}{3.90}\right)\right]
=0.100\,e^{2.109}=0.824~\text{kcal/mol}.
\end{equation}
The slope and the ligand repulsive energy follow:
\begin{align}
\frac{dE}{dr}&=-\frac{12}{3.90}(0.824)(0.9975)
=-2.53~\text{kcal/mol/\AA},\\
E_R&=-(2.40)(-2.53)=6.07~\text{kcal/mol}.
\end{align}
This is 25.4~kJ/mol. Direct displacement of the ligand coordinates gives the same 6.07~kcal/mol.

\subsection{Why this is not a dissociation energy}

Since $d\ln r=dr/r$, the definition can also be written
\begin{equation}
E_R=-\left.\frac{dE}{d\ln r}\right|_{r=r_e}.
\end{equation}
It is the repulsion relieved per fractional stretch, to first order. A stretch of 1\% relieves about $0.01E_R$.

Pulling the ligand rigidly to infinity relieves a different amount. The pair repulsion falls from $E$ to zero, so the relief is $E=0.82$~kcal/mol and not 6.07~kcal/mol. The ratio of the two is
\begin{equation}
\frac{E_R}{E}=\frac{\gamma r_e}{R_0}\cos\theta_e=7.37 .
\label{eq:ratio}
\end{equation}
It exceeds one because the bond length, 2.40~\AA, is much longer than the decay length $R_0/\gamma=0.325$~\AA. Extending the initial slope over a whole bond length ignores the rapid decay of the force. Adding $E_R$ to a bond energy as if it were a steric correction would therefore overstate the repulsion of the present pair by this factor. Even $E$ is not a complete steric correction, since it leaves out attraction and the relaxation of the separated parts. The proper use of $E_R$ is as an index, compared between ligands at a fixed choice of fragment, parameters and procedure.

\section{Finite steps, many pairs and the limits of the rigid model}

\subsection{Symbols and results carried over}

The metal-donor distance is $r$, with equilibrium value $r_e=2.40$~\AA\ in the example. A pair at distance $R$ repels with energy $E=D_0\exp[\gamma(1-R/R_0)]$. The angle $\theta$ lies between the metal-to-donor direction and the vector from fragment atom to ligand atom. For rigid motion along the bond,
\begin{equation}
\frac{dR}{dr}=\cos\theta,\qquad
\frac{dE}{dr}=-\frac{\gamma}{R_0}E\cos\theta,\qquad
E_R=\frac{\gamma r_e}{R_0}E\cos\theta .
\label{eq:recall}
\end{equation}
The methyl-carbonyl carbon pair has $R=3.215$~\AA, $\cos\theta=0.9975$, $E=0.824$~kcal/mol and $E_R=6.07$~kcal/mol. It is called the main pair below, since no other pair in the example contributes more.

For a single atom pair and rigid motion along the bond, the ligand repulsive energy is the head-on value at the same distance multiplied by $\cos\theta$, and it serves as an index for comparing ligands, not as a dissociation energy. What remains is to examine finite steps, add the other pairs, and see how ligand rotation, attraction, bending, vibration and the idealized geometry bear on the result.

Numerical values quoted here were computed with a short program.
